\section*{The Nozières–De Dominicis Equation and the X-ray Edge Exponents}

\section{What symmetry fixes}

A core hole acts on a Fermi sea during an imaginary-time interval $0<s<T$. At time differences $|\tau|$ long against the inverse bandwidth $1/\xi_0$, the free local propagator is $-\nu/\tau$, with $\nu$ the density of states at the Fermi level. The coupling $\nu V$ is dimensionless and the kernel $ds/(s-\tau)$ has no scale, so $T$ can be compared with $1/\xi_0$ alone and powers of $\xi_0T$ are the natural form. The kernel has a further symmetry. With $y(\tau)=\tau/(T-\tau)$ and $\dot y=T/(T-\tau)^2$,
\begin{equation}
y(\tau)-y(\tau')=\frac{T(\tau-\tau')}{(T-\tau)(T-\tau')},\qquad \frac{1}{\tau-\tau'}=\frac{\sqrt{\dot y(\tau)\dot y(\tau')}}{y(\tau)-y(\tau')},
\end{equation}
and $\delta(\tau-\tau')=\dot y\,\delta(y-y')$. An equation of the form $\varphi=G_0-V\int G_0\varphi\,ds$ keeps its form under this map, because the two factors $\sqrt{\dot y(s)}$ turn $ds$ into $dy$. The interval becomes a half-line, invariant under $y\to\lambda y$. A solution selected by a scale-free condition is thus $1/(\tau-\tau')$ times a function of the cross ratio $y(\tau)/y(\tau')$. Rotational and spin symmetry split the electrons into independent channels $(l,m,\sigma)$, so the response of the sea is a product and its exponents add, each $l$ counted $2(2l+1)$ times. The function and the exponents require the integral equation.

\section{Assumptions and theorem}

Atomic units are used and energies are counted from the Fermi level.
\begin{itemize}
\item[A1.] The electrons do not interact, the temperature is zero, and the hole is static, spherical and infinitely long-lived.
\item[A2.] In each channel the potential is separable: $H_0=\sum_k\varepsilon_ka_k^\dagger a_k$, $H'=H_0-Vc^\dagger c$, $c=\sum_ku_ka_k$ with real $u_k$; $V>0$ attracts. The absorbed electron is created by $c^\dagger$ of one channel.
\item[A3.] $\rho(\varepsilon)=\sum_ku_k^2\delta(\varepsilon-\varepsilon_k)$ is continuous with bounded slope at $\varepsilon=0$, and $\rho(0)=\nu>0$.
\item[A4.] Leading order in $1/\xi_0T$: the kernel takes its long-time form, and the layers of width $1/\xi_0$ at the ends contribute finite, nonzero, $T$-independent factors.
\item[A5.] The physical solution is the one bounded at one definite end of the interval, specified in Lemma 4.
\end{itemize}
A4 and A5 are argued below, not proved, and an independent numerical solution is set beside them.

Let $|0\rangle$ be the Fermi sea, of energy $E_0$, and $S=\exp(V\int_0^Tc^\dagger c\,ds)$ in the interaction picture. Define
\begin{equation}
g(T)=\langle\mathcal T S\rangle=\langle0|e^{-T(H'-E_0)}|0\rangle,\qquad \varphi(\tau,\tau')=-\langle\mathcal T c(\tau)c^\dagger(\tau')S\rangle/g .
\end{equation}
By the golden rule the rate is $\mu(\epsilon)\propto\sum_n|\langle n|c^\dagger|0\rangle|^2\delta(\epsilon-E_n'+E_0)$, with $|n\rangle$ the eigenstates of $H'$ and $\epsilon$ the photon energy less the core binding energy. Its Laplace transform is
\begin{equation}
F(T)=\langle0|c\,e^{-T(H'-E_0)}c^\dagger|0\rangle=g(T)L(T),\qquad L(T)=-\varphi(T,0).
\end{equation}
The real-time equations follow from $T=it$.

\textbf{Theorem.} Under A1--A5, with $\delta_l$ the Fermi-level phase shifts on the branch continuous in $V$ from $\delta=0$, absorption into a channel of angular momentum $l$ obeys, near the threshold $\Delta E$,
\begin{equation}
\mu_l\propto(\epsilon-\Delta E)^{-\alpha_l},\qquad \alpha_l=\frac{2\delta_l}{\pi}-\sum_{l'}2(2l'+1)\Big(\frac{\delta_{l'}}{\pi}\Big)^2 .
\end{equation}
The sum runs over every channel $(l',m',\sigma')$, the absorbing one included.

\section{Reduction to a singular integral equation}

\textbf{Lemma 1.} For $0\le\tau,\tau'\le T$, with $G_0$ the value of $\varphi$ at $V=0$,
\begin{equation}
\varphi(\tau,\tau')=G_0(\tau-\tau')-V\!\int_0^T\!G_0(\tau-s)\varphi(s,\tau')\,ds,\qquad \frac{d\ln g}{dV}=\int_0^T\!\varphi(s,s^+)\,ds .
\end{equation}
\emph{Proof.} Let $\varphi_k$ be $\varphi$ with $c(\tau)$ replaced by $a_k(\tau)$. Since $[H',a_k]=-\varepsilon_ka_k+Vu_kc$ and time ordering gives the jump $-\{a_k,c^\dagger\}=-u_k$,
$(\partial_\tau+\varepsilon_k)\varphi_k=-u_k\delta(\tau-\tau')+Vu_k\varphi$ inside the interval, and the last term is absent outside. For an empty level $a_k|0\rangle=0$, so $\varphi_k$ vanishes for $\tau<0$; for a filled level $\langle0|a_k=0$, so it vanishes for $\tau>T$. The free $G_k$ obeys $(\partial_\tau+\varepsilon_k)G_k=-\delta(\tau)$ and is retarded for empty and advanced for filled levels, which meets these conditions. Hence $\varphi_k=u_kG_k-Vu_k\int G_k\varphi$; multiply by $u_k$ and sum. Differentiating $S$ gives $d\ln g/dV=\int\langle\mathcal Tc^\dagger c\,S\rangle/g$, and for $\tau'=\tau^+$ the ordering exchanges two fermions and cancels the minus sign in $\varphi$. $\square$

\textbf{Lemma 2.} On scales long against $1/\xi_0$, $G_0(\tau)\to-\nu P(1/\tau)+g_R\delta(\tau)$ with $g_R=-P\!\int\rho(\varepsilon)\,d\varepsilon/\varepsilon$.

\emph{Proof.} For $\tau>0$, $G_0=-\int_0^\infty\rho e^{-\varepsilon\tau}d\varepsilon\to-\nu/\tau$. For $\tau<0$, $G_0=+\int_{-\infty}^0\rho e^{-\varepsilon\tau}d\varepsilon\to\nu/|\tau|=-\nu/\tau$. By A3 the corrections fall as $1/\tau^2$, so the remainder is concentrated near $\tau=0$ and acts through its area. The odd term has none, and
$\int_{-T}^TG_0\,d\tau=-\int\rho\,(1-e^{-|\varepsilon|T})\,d\varepsilon/\varepsilon\to g_R$, where the bracket cuts out a symmetric region about $\varepsilon=0$. $\square$

\textbf{Lemma 3.} Put $G_R=g_R-i\pi\nu$ and $1+VG_R=Re^{-i\delta}$, that is $R\cos\delta=1+Vg_R$, $R\sin\delta=\pi\nu V$. Then $\delta$ is the phase shift, $|\delta|<\pi$, $d\delta/dV=\pi\nu/R^2$, the ground-state shift of a channel without bound state is $\Delta E=-\pi^{-1}\int_{-\infty}^0\delta(\varepsilon)\,d\varepsilon$, and the Dyson equation becomes
\begin{equation}\label{sie}
\cos\delta\;\varphi(\tau)+\frac{\sin\delta}{\pi}P\!\int_0^T\frac{\varphi(s)\,ds}{s-\tau}=\frac{f(\tau)}{R},\qquad f(\tau)=G_0(\tau-\tau').
\end{equation}
\emph{Proof.} An eigenvector of the one-body Hamiltonian obeys $(E-\varepsilon_k)\psi_k=-Vu_k(u\cdot\psi)$, so $1+V\sum_ku_k^2/(E-\varepsilon_k)=0$. For levels of small spacing $d$ with $u_k^2=\nu d$, the identity $\sum_n(x-n)^{-1}=\pi\cot\pi x$ gives the nearby levels' share, $\pi\nu\cot[\pi(E-\varepsilon_k)/d]$, and the variation of $\rho$ gives $g_R$. Thus $\cot[\pi(\varepsilon_k-E)/d]=(1+Vg_R)/\pi\nu V=\cot\delta$: each level drops by $\delta d/\pi$, which defines the phase shift. The same holds at any energy with $G_R(\varepsilon)$; summing over filled levels with $\sum d\to\int d\varepsilon$ gives $\Delta E$ (Fumi's theorem), and the states pulled below the Fermi level number $\delta/\pi$. As $V$ leaves zero, $1+VG_R$ moves on a straight line that meets the real axis at $V=0$ alone, so $0<\delta<\pi$ for $V>0$ and $-\pi<\delta<0$ for $V<0$. The $V$-derivative of $\ln R-i\delta$ is $G_R(1+VG_R^*)/R^2$, with imaginary part $-\pi\nu/R^2$. Finally, Lemma 2 in Lemma 1 gives $\varphi=f-Vg_R\varphi+\nu VP\!\int\varphi/(\tau-s)$; move both terms to the left, reverse the sign of the denominator and divide by $R$. $\square$

\section{The Muskhelishvili solution}

Write $\gamma=\delta/\pi$ and $x(\tau)=[\tau/(T-\tau)]^\gamma$.

\textbf{Lemma 4.} For H\"older-continuous $f$, the solution of \eqref{sie} that is integrable, and bounded at the end where $x$ vanishes, is unique:
\begin{equation}\label{inv}
\varphi(\tau)=\frac{\cos\delta}{R}f(\tau)-\frac{\sin\delta}{\pi R}\,x(\tau)\,P\!\int_0^T\frac{f(s)\,ds}{x(s)(s-\tau)} .
\end{equation}
Other integrable solutions differ by a multiple of $x/\tau$ for $\delta>0$, or $x/(T-\tau)$ for $\delta<0$.

\emph{Proof.} Let $\Phi(z)=(2\pi i)^{-1}\int_0^T\varphi(s)\,ds/(s-z)$, analytic off the cut $[0,T]$ and $O(1/z)$ at infinity. From $1/(s-\tau\mp i0)=P\,1/(s-\tau)\pm i\pi\delta(s-\tau)$ follow the Plemelj formulas $\Phi^+-\Phi^-=\varphi$ and $\Phi^++\Phi^-=(\pi i)^{-1}P\!\int\varphi/(s-\tau)$. Equation \eqref{sie} becomes
\begin{equation}
\cos\delta\,(\Phi^+-\Phi^-)+i\sin\delta\,(\Phi^++\Phi^-)=e^{i\delta}\Phi^+-e^{-i\delta}\Phi^-=f/R .
\end{equation}
Take $X(z)=[z/(z-T)]^\gamma$ on the branch with $X(\infty)=1$. On the cut $\arg z=0$ and $\arg(z-T)=\pm\pi$ above and below, so $X^\pm=xe^{\mp i\delta}$ and $e^{\pm i\delta}=x/X^\pm$. Dividing by $x$,
\begin{equation}
(\Phi/X)^+-(\Phi/X)^-=\frac{f}{Rx}.
\end{equation}
Because $|\gamma|<1$, $1/x$ is integrable and $\Psi(z)=(2\pi i)^{-1}\int f\,ds/[Rx(s-z)]$ exists and has the same jump. Then $D=\Phi/X-\Psi$ is single-valued, analytic apart from $z=0,T$, and zero at infinity. Take $\delta>0$; the other sign exchanges the ends. At $T$, $\Phi$ and $\Psi$ grow more slowly than a pole and $1/X$ vanishes, so the singularity of $D$ is removable. At $0$, $\Psi$ grows as $z^{-\gamma}$ and $\Phi/X$ more slowly than $z^{-1-\gamma}$, which admits at most a simple pole: $D=C/z$. If $\varphi$ is bounded at $0$, $\Phi$ is at most logarithmic there and $C=0$. With $\Phi=X\Psi$ and $\Psi^\pm=\pm f/2Rx+(2\pi i)^{-1}I$, where $I=P\!\int f/[Rx(s-\tau)]$,
\begin{equation}
\varphi=(X^++X^-)\frac{f}{2Rx}+(X^+-X^-)\frac{I}{2\pi i}=\frac{\cos\delta}{R}f-\frac{\sin\delta}{\pi}xI ,
\end{equation}
using $X^++X^-=2x\cos\delta$ and $X^+-X^-=-2ix\sin\delta$. The extra term $CX/z$ has a jump proportional to $x/\tau$. $\square$

\emph{Remark (A5).} Equation \eqref{sie} changes by an overall sign when $\delta\to\delta-\pi$ at fixed $f$ and $R\to-R$, so it does not select the branch. The canonical function of the other branch is $X(z-T)/z=X-TX/z$, which contains the homogeneous solution. The selection comes from $V\to0$. Iterating \eqref{sie} in powers of $\tan\delta$ starts from an $f$ regular at the ends, and $P\!\int_0\ln^n s\,ds/(s-\tau)$ grows as $\ln^{n+1}\tau$, so each order has powers of logarithms there, as in $x=\sum\gamma^n\ln^ny/n!$. The expansion of $C\tau^{\gamma-1}$ carries $1/\tau$, so $C$ vanishes in each order. The series converges only for $|\tan\delta|<1$, because $\gamma=\pi^{-1}\arctan(\tan\delta)$ is singular at $\tan\delta=\pm i$. That $C$ stays zero beyond $|\delta|=\pi/4$, and beyond $|\delta|=\pi/2$, where $\tan\delta$ passes through infinity, is continuation in $V$ and is the content of A5.

\textbf{Lemma 5.} Two identities hold:
\begin{align}
J(\tau)&\equiv P\!\int_0^T\frac{ds}{x(s)(s-\tau)}=\frac{\pi}{\sin\delta}\Big(\frac{\cos\delta}{x(\tau)}-1\Big),\\
P\frac1{s-a}\,P\frac1{s-b}&=\frac{1}{a-b}\Big[P\frac1{s-a}-P\frac1{s-b}\Big]+\pi^2\delta(s-a)\delta(s-b).
\end{align}
\emph{Proof.} The function $1/X-1$ vanishes at infinity and has the jump $(e^{i\delta}-e^{-i\delta})/x=2i\sin\delta/x$, so it equals the Cauchy integral of that jump. The mean of its boundary values is $\cos\delta/x-1$, and by Plemelj it is $(2\pi i)^{-1}2i\sin\delta\,J$. For the second (Poincar\'e--Bertrand) identity write $1/(v-i\eta)=p(v)+iq(v)$, where $p\to P\,1/v$ and $q\to\pi\delta(v)$. Partial fractions give $[(s-a-i\eta)(s-b-i\eta)]^{-1}=[(s-a-i\eta)^{-1}-(s-b-i\eta)^{-1}]/(a-b)$. The real part is $pp-qq=[p(s-a)-p(s-b)]/(a-b)$; let $\eta\to0$. $\square$

\textbf{Lemma 6.} For $0<\tau,\tau'<T$,
\begin{equation}\label{phi}
\varphi(\tau,\tau')=-\frac{\nu}{R^2}\Big[\frac{\tau(T-\tau')}{\tau'(T-\tau)}\Big]^{\gamma}P\frac{1}{\tau-\tau'}+\mathrm{Re}\frac{G_R}{1+VG_R}\,\delta(\tau-\tau').
\end{equation}
\emph{Proof.} Insert $f(s)=-\nu P\,1/(s-\tau')+g_R\delta(s-\tau')$ in \eqref{inv}; the source lies inside the interval, so the behaviour at the ends is that of Lemma 4. With $x'\equiv x(\tau')$, Lemma 5 gives
\begin{equation}
P\!\int\!\frac{f\,ds}{x(s-\tau)}=-\nu\frac{J(\tau)-J(\tau')}{\tau-\tau'}-\frac{\pi^2\nu}{x}\delta(\tau-\tau')-\frac{g_R}{x'}P\frac{1}{\tau-\tau'} .
\end{equation}
Here $x[J(\tau)-J(\tau')]=\pi\cot\delta\,(1-x/x')$. The coefficient of $P\,1/(\tau-\tau')$ in $R\varphi$ is therefore
\begin{equation}
-\nu\cos\delta+\nu\cos\delta\Big(1-\frac{x}{x'}\Big)+\frac{g_R\sin\delta}{\pi}\frac{x}{x'}=-\frac{x}{x'}\,\frac{\nu(1+Vg_R)-g_R\nu V}{R}=-\frac{\nu}{R}\frac{x}{x'} .
\end{equation}
The coefficient of $\delta(\tau-\tau')$ in $\varphi$ is $(g_R\cos\delta+\pi\nu\sin\delta)/R$, the real part of $(g_R-i\pi\nu)e^{i\delta}/R$. $\square$

The bracket is the cross ratio $y(\tau)/y(\tau')$. When $|\tau-\tau'|$ is small against the distances to both ends it tends to one, and \eqref{phi} takes the form of Lemma 2 with $G_R$ replaced by $G_R/(1+VG_R)$, whose imaginary part is $-\pi\nu/R^2$: this is the equilibrium propagator of $H'$.

\section{Proof of the theorem}

\emph{Closed loops.} Expand $x(s)/x(s')=1+(s-s')\,\partial_s\ln x+\dots$ in \eqref{phi}. The term 1 is the equilibrium propagator, whose true value at $s'=s^+$ is the constant $n_{\rm eq}=\langle c^\dagger c\rangle$ in the ground state of $H'$. The next term cancels the pole:
\begin{equation}\label{dens}
\varphi(s,s^+)-n_{\rm eq}=-\frac{\nu\gamma}{R^2}\Big(\frac1s+\frac1{T-s}\Big).
\end{equation}
For attraction this quantity lies below $n_{\rm eq}$ and approaches it as the inverse distance from either end. It is a mixed element, with the unperturbed sea at both ends of the imaginary-time interval. It is not the expectation value of $c^\dagger c$ in the state that evolves in real time after the hole appears, and \eqref{dens} does not give the relaxation of that value. By A4 the integral is cut at $\eta\sim1/\xi_0$ from each end, giving $2\ln[(T-\eta)/\eta]$, and a change of $\eta$ adds a constant. With $\nu/R^2=d\gamma/dV$ from Lemma 3 and $n_{\rm eq}=-d\Delta E/dV$ from the Hellmann--Feynman theorem,
\begin{equation}
\frac{d\ln g}{dV}=-T\frac{d\Delta E}{dV}-2\gamma\frac{d\gamma}{dV}\ln\xi_0T+O(1),\qquad g\propto e^{-T\Delta E}(\xi_0T)^{-\gamma^2},
\end{equation}
since $g=1$ and $\gamma=0$ at $V=0$.

\emph{Open line.} Put $\tau=T-\eta$, $\tau'=\eta'$ with $1/\xi_0\ll\eta,\eta'\ll T$. Then $-\varphi=(\nu/R^2)\,T^{-1+2\gamma}\eta^{-\gamma}\eta'^{-\gamma}$. Near one end the other end is remote and the full equation lives on a half-line that contains no $T$. It is linear, so it replaces $\eta^{-\gamma}$ by a fixed function $w(\eta)$ with that asymptote, and by dimensions $w(0)\sim\xi_0^\gamma$. Under A4, $L\propto T^{-1}(\xi_0T)^{2\gamma}$.

\emph{Channels.} $H'$ is a sum of commuting channel terms and $|0\rangle$ is a product, so $g$ is the product over channels, $\Delta E$ the sum, and $L$ belongs to the absorbing channel. Hence $F\propto e^{-T\Delta E}T^{-(1-\alpha_l)}$.

\emph{Spectrum.} Completing the square in the absorbing channel gives Hopfield's form,
\begin{equation}
1-\alpha_l=(1-\delta_l/\pi)^2+\sum_{\rm others}(\delta/\pi)^2>0,
\end{equation}
so $\int_0^\infty\epsilon^{-\alpha}e^{-\epsilon T}d\epsilon=\Gamma(1-\alpha)T^{-(1-\alpha)}$ converges and matches $F$. As $\mu\ge0$, Karamata's Tauberian theorem gives the integrated spectrum $\propto(\epsilon-\Delta E)^{1-\alpha_l}$, and $\mu$ itself follows if it is monotonic near threshold. $\square$

\section{Remarks}

\emph{Meaning.} In Hopfield's form each term is a squared charge: $\delta/\pi$ states are drawn into each channel, and in the absorbing channel one electron is supplied.

\emph{Weak coupling.} The first iterate of Lemma 1 is $L=\nu/T+V\nu^2\int ds/[s(T-s)]=(\nu/T)(1+2\nu V\ln\xi_0T)$, which is the expansion of $(\xi_0T)^{2\gamma}$ with $\gamma\simeq\nu V$. The loop term is second order, yet it makes $\alpha_l$ negative in any channel with $2\delta_l/\pi$ below the full sum.

\emph{Strong coupling.} As $V\to\infty$, $\cot\delta\to g_R/\pi\nu$. For a symmetric band $g_R=0$, $\delta\to\pi/2$, and one spinless channel has $\alpha=1-\tfrac14=\tfrac34$.

\emph{Failure.} At $|\delta|=\pi$, $1/x$ is not integrable and Lemma 4 fails. If $\nu=0$, the $1/\tau$ term of Lemma 2 is absent, $\sin\delta=0$, and \eqref{sie} has no singular kernel, so the derivation does not apply. If $\rho$ diverges at the Fermi level, Lemma 2 fails. A level spacing $d$ ends the $1/\tau$ tail at $\tau\sim1/d$. A lifetime factor $e^{-\Gamma|t|}$ in real time convolves $\mu$ with a Lorentzian and removes the singularity within $\Gamma$ of threshold. The amplitudes depend on the boundary layers and are not obtained.

\section{Solution without the long-time kernel}

For a discrete band the problem is a matter of determinants. Let $h'$ be the one-body Hamiltonian, $E_<$ its $N$ lowest eigenvalues and $E_>$ the rest, as diagonal matrices, and let the $N$ initially filled orbitals have components $A$ and $B$ on these two sets. The overlap of Slater determinants is the determinant of overlaps, so with $K=BA^{-1}$ and $Y(t)=e^{-tE_>}Ke^{tE_<}$,
\begin{equation}
g=e^{TE_0}\det(A^Te^{-TE_<}A+B^Te^{-TE_>}B)=(\det A)^2e^{-T\Delta E}\det[1+Y^TY]_{t=T/2},
\end{equation}
where $\Delta E=\mathrm{tr}E_<-E_0$, and every element of $Y$ decays, since it carries $e^{-t(E_>-E_<)}$ with a positive level difference. At time $\tau'$ the right and left states are spanned by the columns of $\mathcal R=\binom{1}{Y(\tau')}$ and $\mathcal L=\binom{1}{Y(T-\tau')}$. Differentiating $\ln\det(\mathcal L^Te^{M}\mathcal R)$ in $M_{ji}$ gives $\langle a_j^\dagger a_i\rangle=\Pi_{ij}$, $\Pi=\mathcal R(\mathcal L^T\mathcal R)^{-1}\mathcal L^T$. Since $a(\tau)=e^{-(\tau-\tau')h'}a(\tau')$, $\varphi=-u^Te^{-(\tau-\tau')h'}(1-\Pi)u$ for $\tau>\tau'$ and $+u^Te^{-(\tau-\tau')h'}\Pi u$ otherwise. The continuum is represented by 8-point Gauss--Legendre panels whose edges shrink by factors of 4 toward the Fermi level, over about eleven to thirteen decades. Neither A4 nor A5 enters; the remaining errors are those of quadrature and finite $T$. Slopes are $\ln[\,\cdot\,(2T)/\,\cdot\,(T)]/\ln2$, with $e^{-T\Delta E}$ removed.

\emph{Separable band.} Take $\rho=\nu e^{-|\varepsilon|/D_\pm}$ above and below the Fermi level, $D_+=4D_-$. Then $G_0=-\nu/(\tau\pm1/D_\pm)$, whose area is $g_R=-\nu\ln4=-1.3863\,\nu$. At $T=10^6/D_-$, determinant values are followed by the formula in brackets.
\begin{center}
\begin{tabular}{cccc}
$\nu V$ & $\delta$ (rad) & $d\ln g/d\ln T$ & $d\ln L/d\ln T$\\
$0.3$ & $1.0160$ & $-0.10458\ (-0.10458)$ & $-0.35321\ (-0.35321)$\\
$-0.3$ & $-0.5873$ & $-0.03495\ (-0.03495)$ & $-1.37388\ (-1.37388)$\\
$3$ & $1.8942$ & $-0.36353\ (-0.36354)$ & $0.20588\ (0.20588)$
\end{tabular}
\end{center}
For $\nu V=0.3$, $R\cos\delta=1-0.3\times1.3863=0.5841$ and $R\sin\delta=0.9425$, so $R=1.1088$ and $\gamma=0.3234$. At $\tau=0.15T$, $\tau'=0.6T$ the cross ratio is $0.06/0.51$, and \eqref{phi} gives $T\varphi/\nu=(0.06/0.51)^{0.3234}/(1.1088^2\times0.45)=0.9047$, as do the determinants. At $s=0.3T$, \eqref{dens} gives $T(\varphi-n_{\rm eq})/\nu=-0.3234/(1.1088^2\times0.21)=-1.2526$, again their value. The row $\nu V=3$ bears on A5, since $\gamma=0.6029>\tfrac12$. With $R=9.940$, \eqref{phi} gives $0.00619$, the determinant value, while the branch $\delta-\pi$ would be larger by $0.51/0.06=8.5$.

\section{Worked example}

Free electrons with $E_F=3.0$ eV ($k_F=0.887$ \AA$^{-1}$) see the well $U=-V_0e^{-r^2/b^2}$, $b=1.5$ \AA; these are round model parameters. The phase shifts come from integrating the variable-phase equation $\delta_l'(r)=-2kr^2U[j_l\cos\delta_l-y_l\sin\delta_l]^2$, with spherical Bessel functions of argument $kr$, for $l\le7$. Screening of a unit charge requires, by the state count of Lemma 3, the Friedel sum $\sum_l2(2l+1)\delta_l/\pi=1$, which fixes $V_0=4.03$ eV.
\begin{center}
\begin{tabular}{ccccc}
$l$ & $\delta_l$ (rad) & $\delta_l/\pi$ & charge & $2(2l+1)(\delta_l/\pi)^2$\\
0 & 0.6795 & 0.21629 & 0.433 & 0.09356\\
1 & 0.2276 & 0.07245 & 0.435 & 0.03150\\
2 & 0.0351 & 0.01118 & 0.112 & 0.00125\\
3 & 0.0041 & 0.00132 & 0.018 & 0.00002
\end{tabular}
\end{center}
The last column sums to $0.12633$. The $s$ and $p$ waves hold nearly equal charge, but $s$ holds it in two channels and $p$ in six, and the square of a charge $Q$ shared by $n$ channels sums to $Q^2/n$; the $s$ term is about three times the $p$ term. Then
\begin{align}
\alpha_0&=0.4326-0.1263=0.306,\\ \alpha_1&=0.1449-0.1263=0.019,\\ \alpha_2&=0.0224-0.1263=-0.104 .
\end{align}
Hopfield's form gives $1-\alpha_0=(1-0.21629)^2+0.12633-0.21629^2=0.694$. Dipole transitions from a $p$ core reach $l=0$ and $2$, and from an $s$ core $l=1$. For the pure power law, the intensity at one energy above threshold divided by that at ten times this energy is $10^{\alpha_l}=2.02$, $1.04$ and $0.79$. These ratios hold close to threshold. Between $0.01$ and $0.1$ eV the free-electron factor $k^{2l+1}$ for a compact core orbital alone gives a ratio $(3.01/3.10)^{3/2}=0.96$ for $l=1$, which offsets the $1.04$. The $s$ intensity diverges at threshold, while the $d$ intensity vanishes there as $(\epsilon-\Delta E)^{0.104}$, with infinite slope. The $p$ edge is almost a step, because its two terms nearly cancel, and the sign of $\alpha_1$ is a property of this well.

The well is local, not separable, so A2 does not hold. The determinants were evaluated for each $l$ with $h'_{kk'}=\varepsilon_k\delta_{kk'}+\sqrt{w_kw_{k'}}\,(2/\pi)kk'\!\int j_l(kr)j_l(k'r)Ur^2dr$, $w_k$ the quadrature weights, and $u_k=\sqrt{w_k}\,k^{l+1}e^{-k^2}$. From slopes at $TE_F=10^5$, $\alpha_l=1+d\ln L_l/d\ln T+\sum_{l'}2(2l'+1)\,d\ln g_{l'}/d\ln T$ is $0.30625$, $0.01856$, $-0.10399$, against $0.30625$, $0.01857$, $-0.10398$ from the phase shifts. For this well the formula survives the loss of A2; that is a numerical finding, not a proof for general potentials. No level lies below the band, and Fumi's integral over $\delta_l(k)$, by 40-point Gauss--Legendre quadrature, lowers the threshold by $2.42$ eV ($0.0888$ hartree), as does the sum of levels. The model omits electron--electron interaction, band structure, lifetime, temperature and recoil.

Numbers in the example were calculated in double precision.
